# Why a frozen-host harmonic calculation cannot test hydrogen isotope shifts: a program that tests the result

```python
"""Hydrogen isotope ratios for frozen and moving hosts.
Result under test: if only hydrogen moves in a harmonic well, every
H/D frequency ratio is R = sqrt(m_D/m_H), for any force constants.
Host motion gives ln(r) = 1/2 integral p d(ln m), p = hydrogen share
of the normalized mode. Anharmonicity changes the ratio separately.
Units: eV, angstrom, atomic mass unit u, and cm^-1 for frequencies.
Model: Si-H bond pointing into a vacancy in a diamond-lattice cluster.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.spatial.distance import cdist
from scipy.special import eval_legendre

U = sc.atomic_mass
HB2 = sc.hbar**2 / (U * 1e-20 * sc.e)       # eV u angstrom^2
EV_CM = sc.e / (sc.h * sc.c * 100)         # cm^-1 per eV
FREQ = np.sqrt(HB2) * EV_CM                # cm^-1 per sqrt(eV/A^2/u)
me = sc.value('electron mass in u')
mp = sc.value('proton mass in u')
md = sc.value('deuteron mass in u')
MH, MD = mp + me, md + me
R = np.sqrt(MD / MH)
MSI = 28.09
LATTICE, RSIH = 5.43, 1.50
K_SISI, K_SIH = 7.5, 15.0                 # eV/A^2
A_SISI, A_SIH = 2.0, 2.2                  # eV/rad^2
DEPTH = 3.5                             # Morse depth, eV
THETA0 = np.arccos(-1 / 3)
AXIS = -np.ones(3) / np.sqrt(3)
CROSS = np.array([1, -1, 0]) / np.sqrt(2)


def crystal(radius, defect=True, k_sih=K_SIH):
    """Positions, Hessian, moving-atom count, sublattice signs, springs."""
    q = LATTICE / 4
    g = np.arange(-14, 15)
    grid = np.array(np.meshgrid(g, g, g)).reshape(3, -1).T

    def fcc(x):
        return np.all(x % 2 == 0, axis=1) & (x.sum(axis=1) % 4 == 0)

    on_a, on_b = fcc(grid), fcc(grid - 1)
    keep = on_a | on_b
    pos, sign = grid[keep] * q, np.where(on_b[keep], 1.0, -1.0)
    site = np.ones(3) * q
    dist = np.linalg.norm(pos - site, axis=1)
    keep = dist < radius + 4.0
    if defect:
        keep &= np.linalg.norm(pos, axis=1) > 0.1
    pos, sign, dist = pos[keep], sign[keep], dist[keep]
    order = np.argsort(dist, kind='stable')
    pos, sign, dist = pos[order], sign[order], dist[order]
    moving = int(np.sum(dist < radius))
    if defect:
        pos = np.vstack([site + RSIH * AXIS, pos])
        sign = np.r_[0.0, sign]
        moving += 1
    separation = cdist(pos, pos)
    linked = (separation > 0.1) & (separation < 2.5)
    hess = np.zeros((3 * len(pos), 3 * len(pos)))
    bonds, angles = [], []

    def add(atoms, vectors, stiffness):
        idx = np.concatenate([np.arange(3*i, 3*i + 3) for i in atoms])
        b = np.concatenate(vectors)
        hess[np.ix_(idx, idx)] += stiffness * np.outer(b, b)

    for i, j in np.argwhere(np.triu(linked)):
        e = (pos[j] - pos[i]) / separation[i, j]
        k = k_sih if defect and i == 0 else K_SISI
        add((i, j), (-e, e), k)
        bonds.append((i, j, k, separation[i, j]))
    for c in range(len(pos)):
        near = np.flatnonzero(linked[c])
        for a, i in enumerate(near):
            for j in near[a + 1:]:
                ri, rj = separation[c, i], separation[c, j]
                ei, ej = (pos[i]-pos[c])/ri, (pos[j]-pos[c])/rj
                cosine = ei @ ej
                sine = np.sqrt(1 - cosine**2)
                bi = (cosine * ei - ej) / (ri * sine)
                bj = (cosine * ej - ei) / (rj * sine)
                k = A_SIH if defect and i == 0 else A_SISI
                add((i, c, j), (bi, -bi-bj, bj), k)
                angles.append((i, c, j, k))
    return pos, hess, moving, sign, bonds, angles


def spring_energy(pos, bonds, angles):
    b, a = np.array(bonds), np.array(angles)
    i, j = b[:, 0].astype(int), b[:, 1].astype(int)
    length = np.linalg.norm(pos[i] - pos[j], axis=1)
    total = 0.5 * np.sum(b[:, 2] * (length - b[:, 3])**2)
    i, c, j = a[:, :3].astype(int).T
    x, y = pos[i] - pos[c], pos[j] - pos[c]
    cosine = np.sum(x*y, axis=1) / (
        np.linalg.norm(x, axis=1) * np.linalg.norm(y, axis=1))
    return total + 0.5*np.sum(a[:, 3]*(np.arccos(cosine)-THETA0)**2)


def modes(hess, count, hydrogen_mass, near_si=MSI):
    """All modes of hydrogen plus count-1 moving host atoms."""
    mass = np.full(count, MSI)
    mass[0] = hydrogen_mass
    if count > 1:
        mass[1] = near_si
    root = np.repeat(np.sqrt(mass), 3)
    dyn = hess[:3*count, :3*count] / np.outer(root, root)
    values, vectors = eigh(dyn)
    assert values[0] > 0
    return FREQ * np.sqrt(values), vectors


def kinetic(x, mass):
    """Kinetic matrix of the uniform-grid sinc basis."""
    n, dx = len(x), x[1] - x[0]
    diff = np.subtract.outer(np.arange(n), np.arange(n))
    safe = np.where(diff == 0, 1, diff)
    t = np.where(diff == 0, np.pi**2/3, 2*(-1.0)**diff/safe**2)
    return HB2 * t / (2 * mass * dx**2)


def levels(mass, potential, low=-0.9, high=0.9, n=140):
    x = np.linspace(low, high, n)
    return eigh(kinetic(x, mass) + np.diag(potential(x)),
                eigvals_only=True)[:4]


ALPHA = np.sqrt(K_SIH / (2 * DEPTH))


def morse(s):
    return DEPTH * (1 - np.exp(-ALPHA * s))**2


# Hessian and bulk scale are checked from energy and lattice forces.
pos, hess, count, _, bonds, angles = crystal(8.0)
rng = np.random.default_rng(4)
for _ in range(3):
    direction = np.zeros_like(pos)
    direction[:5] = rng.normal(size=(5, 3))
    direction /= np.linalg.norm(direction)
    step = 1e-3
    curvature = (spring_energy(pos + step*direction, bonds, angles)
                 + spring_energy(pos - step*direction, bonds, angles)
                 - 2*spring_energy(pos, bonds, angles)) / step**2
    expected = direction.ravel() @ hess @ direction.ravel()
    assert abs(curvature / expected - 1) < 1e-3
_, bulk, _, sign, _, _ = crystal(1.0, defect=False)
pattern = np.outer(sign, [1, 0, 0]).ravel()
optical = FREQ * np.sqrt((bulk[:3] @ pattern)[0] / MSI)

# The frozen harmonic law is tested by numerical quantum levels.
for spring in (5.0, 15.0, 40.0):
    gaps = []
    for mass in (MH, MD):
        e = levels(mass, lambda x: spring*x**2/2)
        gaps.append(e[1] - e[0])
    assert abs(gaps[0]/gaps[1] - R) < 1e-6
pair = np.array([[15.0, 0.5], [0.5, 15.0]])


def pair_frequencies(m1, m2):
    return np.sqrt(eigh(pair, np.diag([m1, m2]), eigvals_only=True))


both = pair_frequencies(MH, MH) / pair_frequencies(MD, MD)
mixed = pair_frequencies(MH, MH) / pair_frequencies(MH, MD)
assert np.allclose(both, R, atol=1e-12)
assert np.max(abs(mixed - R)) > 0.1

# Release the host, shell by shell.
shells = []
for host_atoms in (0, 1, 4, 16, count - 1):
    fh, _ = modes(hess, host_atoms + 1, MH)
    fd, _ = modes(hess, host_atoms + 1, MD)
    shells.append((host_atoms, fh[-1], fd[-1], fh[-1]/fd[-1]))
frozen_h, frozen_d = shells[0][1:3]
fh, vh = modes(hess, count, MH)
fd, vd = modes(hess, count, MD)
ratio_host = fh[-1] / fd[-1]
share_h, share_d = np.sum(vh[:3, -1]**2), np.sum(vd[:3, -1]**2)
ordered = fh / fd
assert np.all(ordered > 1 - 1e-9) and np.all(ordered < R + 1e-9)
assert abs(np.sum(np.log(ordered)) - 3*np.log(R)) < 1e-8
assert fh[-1] >= frozen_h and fd[-1] >= frozen_d
assert abs(shells[1][3] - ratio_host) < 0.1*(R - ratio_host)
node, weight = np.polynomial.legendre.leggauss(6)
log_ratio = 0.0
for x, w in zip(node, weight):
    mass = np.exp(np.log(MH) + (x + 1)*np.log(MD/MH)/2)
    _, vec = modes(hess, count, mass)
    log_ratio += w * np.log(MD/MH)/4 * np.sum(vec[:3, -1]**2)
assert abs(np.exp(log_ratio) - ratio_host) < 1e-6
for f, v, mass in ((fh, vh, MH), (fd, vd, MD)):
    for n in (AXIS, CROSS):
        mean_square = np.sum((n @ v[:3])**2 * f**2)
        direct = FREQ**2 * (n @ hess[:3, :3] @ n) / mass
        assert abs(mean_square/direct - 1) < 1e-9
two_body = R * np.sqrt((MSI + MH)/(MSI + MD))
assert abs(two_body - ratio_host) < 0.25*(R - ratio_host)


def bend_spectrum(f, v):
    """Weight above the band; strongest line and its total weight."""
    w = (CROSS @ v[:3])**2
    line = np.array([np.sum(w[abs(f - x) < 0.01]) for x in f])
    best = np.argmax(line)
    return np.sum(w[f > optical]), f[best], line[best]


bend_h, bend_d = bend_spectrum(fh, vh), bend_spectrum(fd, vd)
assert bend_h[0] > 0.5 > bend_d[0]
frozen_bend = [FREQ*np.sqrt(CROSS @ hess[:3, :3] @ CROSS/m)
               for m in (MH, MD)]
_, large, large_count, _, _, _ = crystal(10.0)
lh, lvh = modes(large, large_count, MH)
ld, lvd = modes(large, large_count, MD)
large_ratio = lh[-1]/ld[-1]
large_bend_d = bend_spectrum(ld, lvd)
assert abs(large_ratio - ratio_host) < 1e-4
_, soft, soft_count, _, _, _ = crystal(8.0, k_sih=K_SIH/2)
sh, _ = modes(soft, soft_count, MH)
sd, _ = modes(soft, soft_count, MD)
soft_ratio = sh[-1]/sd[-1]
assert abs(soft_ratio - ratio_host) < 0.2*(R - ratio_host)

# Anharmonic levels, first with frozen and then with moving host.
frozen_gap, moving_gap, corrected, quartic_gap = [], [], [], []
for mass, f, v in ((MH, fh, vh), (MD, fd, vd)):
    e = levels(mass, morse, -0.6, 1.5)
    gap = e[1] - e[0]
    harmonic = np.sqrt(HB2*K_SIH/mass)
    g, h = -DEPTH*ALPHA**3, 7*DEPTH*ALPHA**4/12
    shift = HB2/mass*(3*h/K_SIH - 15*g**2/(2*K_SIH**2))
    assert abs(gap - harmonic - shift) < 1e-6
    frozen_gap.append(gap*EV_CM)
    quartic = 5.0
    e = levels(mass, lambda x: K_SIH*x**2/2 + quartic*x**4)
    shift = 3*quartic*HB2/(mass*K_SIH)
    assert abs((e[1]-e[0]-harmonic)/shift - 1) < 0.05
    quartic_gap.append(e[1] - e[0])
    amplitude = AXIS @ (v[:3, -1]/np.sqrt(mass)
                        - v[3:6, -1]/np.sqrt(MSI))
    effective = 1/amplitude**2
    extra = effective*(f[-1]/FREQ)**2 - K_SIH
    e = levels(effective, lambda s: morse(s)+extra*s**2/2, -0.6, 1.5)
    moving_gap.append((e[1] - e[0])*EV_CM)
    corrected.append((3*(e[1]-e[0]) - (e[2]-e[0]))*EV_CM)
    assert abs(corrected[-1] - f[-1]) < 2.0
ratio_morse = frozen_gap[0]/frozen_gap[1]
ratio_full = moving_gap[0]/moving_gap[1]
ratio_quartic = quartic_gap[0]/quartic_gap[1]
ratio_corrected = corrected[0]/corrected[1]
assert ratio_full < min(ratio_host, ratio_morse) < R < ratio_quartic
assert abs(ratio_full - ratio_host*ratio_morse/R) < 0.002
assert abs(ratio_corrected - ratio_host) < 0.001


def coupled_stretch(mass, nr=42, nangular=12):
    """Frozen-host stretch with bending; gap and two-quantum hot shift."""
    s = np.linspace(-0.55, 1.15, nr)
    tr = kinetic(s, mass) + np.diag(morse(s))
    _, radial = eigh(tr)
    x, w = np.polynomial.legendre.leggauss(160)
    ell = np.arange(60)
    p = np.array([np.sqrt((2*l+1)/2)*eval_legendre(l, x) for l in ell])
    stiffness = (CROSS @ hess[:3, :3] @ CROSS)*RSIH**2
    va = (p*w*stiffness*np.arccos(x)**2/2) @ p.T
    l2 = np.diag(ell*(ell+1.0))
    _, basis = eigh(va + HB2*l2/(2*mass*RSIH**2))
    basis = basis[:, :nangular]
    va, l2 = basis.T@va@basis, basis.T@l2@basis
    ham = np.kron(tr, np.eye(nangular)) + np.kron(np.eye(nr), va)
    ham += np.kron(np.diag(HB2/(2*mass*(RSIH+s)**2)), l2)
    energy, states = eigh(ham)

    def find(stretch, bend):
        guess = np.kron(radial[:, stretch], np.eye(nangular)[bend])
        overlap = (guess @ states)**2
        best = np.argmax(overlap)
        assert overlap[best] > 0.5
        return energy[best]

    gap = find(1, 0) - find(0, 0)
    hot = find(1, 1) - find(0, 1) - gap
    return gap*EV_CM, hot*EV_CM


coupled = [coupled_stretch(m) for m in (MH, MD)]
check = coupled_stretch(MH, 52, 15)
assert abs(check[0] - coupled[0][0]) < 0.1
ratio_coupled = coupled[0][0]/coupled[1][0]
population = [1/np.expm1(f*sc.h*sc.c*100/(sc.k*300))
              for f in frozen_bend]
thermal = [n*c[1] for n, c in zip(population, coupled)]
iso = [modes(hess, count, MH, near_si=m)[0][-1] for m in (27.98, 29.97)]

print(f"Atomic masses H, D: {MH:.6f}, {MD:.6f} u; Si {MSI:.2f} u")
print(f"R atomic, R nuclear, sqrt(2): {R:.5f}, {np.sqrt(md/mp):.5f},"
      f" {np.sqrt(2):.5f}")
print(f"Lattice constant, Si-H length: {LATTICE:.2f}, {RSIH:.2f} A")
print(f"Stretch springs Si-Si, Si-H: {K_SISI:.1f}, {K_SIH:.1f} eV/A^2")
print(f"Angle springs host, H: {A_SISI:.1f}, {A_SIH:.1f} eV/rad^2")
print(f"Morse depth, range: {DEPTH:.1f} eV, {ALPHA:.4f} 1/A")
print(f"Bulk optical frequency: {optical:.1f} cm^-1")
print("Two-H model: springs 15.0, coupling 0.5 eV/A^2")
print(f"HH/DD ratios: {both[0]:.5f}, {both[1]:.5f}")
print(f"HH/HD ratios: {mixed[0]:.5f}, {mixed[1]:.5f}")
print("Moving Si atoms; H stretch, D stretch (cm^-1); ratio")
for n, h, d, r in shells:
    print(f"{n:4d}; {h:.2f}, {d:.2f}; {r:.5f}")
print(f"Hydrogen mode share H, D: {share_h:.5f}, {share_d:.5f}")
print(f"Ratio from mode-share integral: {np.exp(log_ratio):.5f}")
print(f"Free two-body stretch ratio: {two_body:.5f}")
print(f"Smallest, largest ordered ratio: {ordered.min():.5f},"
      f" {ordered.max():.5f}")
print(f"Product of all ratios, R^3: {np.prod(ordered):.5f}, {R**3:.5f}")
print(f"Larger cluster: {large_count-1} moving Si atoms")
print(f"Large-cluster ratio shift: {large_ratio-ratio_host:.2e}")
print(f"Ratio with Si-H spring halved: {soft_ratio:.5f}")
print(f"Frozen bend H, D: {frozen_bend[0]:.1f},"
      f" {frozen_bend[1]:.1f} cm^-1")
print(f"Bend weight above bulk optical H, D: {bend_h[0]:.3f},"
      f" {bend_d[0]:.3f}")
print(f"Strongest H bend line: {bend_h[1]:.1f} cm^-1,"
      f" weight {bend_h[2]:.3f}")
print(f"Strongest D bend line: {bend_d[1]:.1f} cm^-1,"
      f" weight {bend_d[2]:.3f}")
print(f"Same, larger cluster: {large_bend_d[1]:.1f} cm^-1,"
      f" weight {large_bend_d[2]:.3f}")
print(f"Frozen Morse H, D: {frozen_gap[0]:.2f},"
      f" {frozen_gap[1]:.2f} cm^-1; ratio {ratio_morse:.5f}")
print(f"Moving Morse H, D: {moving_gap[0]:.2f},"
      f" {moving_gap[1]:.2f} cm^-1; ratio {ratio_full:.5f}")
print(f"Quartic coefficient: {quartic:.1f} eV/A^4;"
      f" ratio {ratio_quartic:.5f}")
print(f"Overtone-corrected H, D: {corrected[0]:.2f},"
      f" {corrected[1]:.2f} cm^-1")
print(f"Overtone-corrected ratio: {ratio_corrected:.5f}")
print(f"Stretch-bend shift H, D: {coupled[0][0]-frozen_gap[0]:.2f},"
      f" {coupled[1][0]-frozen_gap[1]:.2f} cm^-1")
print(f"Its change of frozen Morse ratio: {ratio_coupled-ratio_morse:.5f}")
print(f"Bend population at 300 K H, D: {population[0]:.4f},"
      f" {population[1]:.4f}")
print(f"Estimated 300 K bend shift H, D: {thermal[0]:.2f},"
      f" {thermal[1]:.2f} cm^-1")
print(f"Near Si mass 27.98 to 29.97 u: H shift {iso[1]-iso[0]:.2f} cm^-1")
print("all assertions hold")
```

Running it gives:

```
Atomic masses H, D: 1.007825, 2.014102 u; Si 28.09 u
R atomic, R nuclear, sqrt(2): 1.41367, 1.41386, 1.41421
Lattice constant, Si-H length: 5.43, 1.50 A
Stretch springs Si-Si, Si-H: 7.5, 15.0 eV/A^2
Angle springs host, H: 2.0, 2.2 eV/rad^2
Morse depth, range: 3.5 eV, 1.4639 1/A
Bulk optical frequency: 518.0 cm^-1
Two-H model: springs 15.0, coupling 0.5 eV/A^2
HH/DD ratios: 1.41367, 1.41367
HH/HD ratios: 1.39145, 1.01597
Moving Si atoms; H stretch, D stretch (cm^-1); ratio
   0; 2011.79, 1423.10; 1.41367
   1; 2048.06, 1474.58; 1.38891
   4; 2048.06, 1474.61; 1.38889
  16; 2048.06, 1474.61; 1.38889
  98; 2048.06, 1474.61; 1.38889
Hydrogen mode share H, D: 0.96441, 0.92954
Ratio from mode-share integral: 1.38889
Free two-body stretch ratio: 1.38984
Smallest, largest ordered ratio: 1.00000, 1.38889
Product of all ratios, R^3: 2.82517, 2.82517
Larger cluster: 190 moving Si atoms
Large-cluster ratio shift: -7.11e-15
Ratio with Si-H spring halved: 1.38782
Frozen bend H, D: 629.1, 445.0 cm^-1
Bend weight above bulk optical H, D: 0.869, 0.329
Strongest H bend line: 657.6 cm^-1, weight 0.869
Strongest D bend line: 521.2 cm^-1, weight 0.329
Same, larger cluster: 521.5 cm^-1, weight 0.316
Frozen Morse H, D: 1940.11, 1387.23 cm^-1; ratio 1.39855
Moving Morse H, D: 1973.92, 1436.39 cm^-1; ratio 1.37422
Quartic coefficient: 5.0 eV/A^4; ratio 1.42012
Overtone-corrected H, D: 2048.05, 1474.59 cm^-1
Overtone-corrected ratio: 1.38890
Stretch-bend shift H, D: -6.91, -3.45 cm^-1
Its change of frozen Morse ratio: -0.00151
Bend population at 300 K H, D: 0.0515, 0.1342
Estimated 300 K bend shift H, D: -0.74, -0.95 cm^-1
Near Si mass 27.98 to 29.97 u: H shift -2.43 cm^-1
all assertions hold
```
